# Three equal forms of the direct RPA correlation energy

The direct random-phase approximation (RPA) gives the correlation energy of a many-electron system through its density response, its excitation energies, or a set of coupled-cluster amplitudes. This problem derives the three expressions and shows that they are equal.

**Setting.** Hartree atomic units are used. The reference is a single determinant of real spin orbitals $\phi$ with energies $\varepsilon$. A pair $p=(i\to a)$ joins an occupied orbital $i$ to a virtual orbital $a$. There are $n$ pairs, all with a positive gap
$$D_p=\varepsilon_a-\varepsilon_i>0 .$$
The pair density $\rho_p(\mathbf r)$ is $\phi_i\phi_a$ summed over spin, and the Coulomb interaction $v$ couples the pairs through
$$K_{pq}=\int\!\!\int \rho_p(\mathbf r)\,v(\mathbf r,\mathbf r')\,\rho_q(\mathbf r')\,d\mathbf r\,d\mathbf r' .$$
For any real vector $c$, $c^{T}Kc$ is twice the electrostatic energy of the charge density $\sum_p c_p\rho_p$, so $K$ has no negative eigenvalue. The letter $D$ also denotes the diagonal matrix of the gaps. Define
$$A=D+K,\qquad B=K .$$
"Direct" means that no exchange integrals enter $A$ or $B$.

## (a) From the response function to a frequency integral

**Question.** Express the correlation energy through the density response at imaginary frequency, and carry out the integral over interaction strength within the RPA.

**Solution.** Let the electron repulsion be $\lambda W$, with $0\le\lambda\le1$, and let a local potential $V_\lambda$ keep the density $n(\mathbf r)$ fixed. The Hellmann–Feynman theorem gives
$$E_1=E_0+\int_0^1\langle W\rangle_\lambda\,d\lambda+\int n\,(V_1-V_0)\,d\mathbf r .$$
The determinant at $\lambda=0$ has, with the full Hamiltonian, the energy $E_0+\langle W\rangle_0+\int n(V_1-V_0)\,d\mathbf r$. The correlation energy is the difference,
$$E_c=\int_0^1\big(\langle W\rangle_\lambda-\langle W\rangle_0\big)\,d\lambda .$$
The operator is $W=\frac12\int\!\!\int v\,[\hat n\hat n'-\delta(\mathbf r-\mathbf r')\hat n]$. Since the density is fixed, only the fluctuation part $S_\lambda=\langle\hat n\hat n'\rangle_\lambda-nn'$ changes with $\lambda$. In terms of excited states $k$ with excitation energies $E_k$ and real transition densities $n_k$,
$$S_\lambda=\sum_k n_kn_k',\qquad \chi_\lambda(i\omega)=-\sum_k\frac{2E_k}{\omega^2+E_k^2}\,n_kn_k' .$$
Because $\int_0^\infty 2E/(\omega^2+E^2)\,d\omega=\pi$, we have $S_\lambda=-\frac1\pi\int_0^\infty\chi_\lambda(i\omega)\,d\omega$. Hence
$$E_c=-\frac1{2\pi}\int_0^1\!d\lambda\int_0^\infty\!d\omega\;\mathrm{Tr}\,[v(\chi_\lambda-\chi_0)],$$
where the trace and products are integrations over space.

The RPA lets the electrons respond independently to the external field plus the Coulomb field of the induced density:
$$\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda\quad\Longrightarrow\quad \chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0 .$$
From $\frac{d}{d\lambda}\ln\det(1-\lambda Q)=-\mathrm{Tr}[(1-\lambda Q)^{-1}Q]$ with $Q=\chi_0v$, and the cyclic property of the trace,
$$\int_0^1\mathrm{Tr}(v\chi_\lambda)\,d\lambda=-\ln\det(1-\chi_0v).$$
With $\mathrm{Tr}\ln=\ln\det$, the result is
$$\boxed{E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\big[\ln(1-\chi_0(i\omega)v)+\chi_0(i\omega)v\big]}$$

In a finite orbital basis, or with Hartree–Fock orbitals, whose potential is not local, this expression is taken as the definition of the RPA energy. What follows uses only $D_p>0$, the form of $\chi_0$, and the fact that $K$ has no negative eigenvalue.

## (b) The determinant in the space of pairs

**Question.** Write $\det(1-\chi_0v)$ as a product over a finite number of frequencies.

**Solution.** For independent electrons the excited states are the pairs, so
$$\chi_0(i\omega)=-\sum_p\rho_p\,g_p\,\rho_p',\qquad g_p=\frac{2D_p}{\omega^2+D_p^2}.$$
Let $R$ turn a vector $c$ into the function $\sum_pc_p\rho_p$, and let $G$ be the diagonal matrix of the $g_p$. Then $\chi_0=-RGR^T$ and $K=R^TvR$.

We need the identity $\det(1+UV)=\det(1+VU)$. For a small number $s$,
$$\ln\det(1+sUV)=\sum_{k\ge1}\frac{(-1)^{k+1}s^k}{k}\mathrm{Tr}(UV)^k ,$$
and $\mathrm{Tr}(UV)^k=\mathrm{Tr}(VU)^k$. The two determinants therefore agree for small $s$. Since $UV$ has finite rank here, both are polynomials in $s$, so they also agree at $s=1$. Taking $U=R$ and $V=GR^Tv$ gives
$$\det(1-\chi_0v)=\det(1+RGR^Tv)=\det(1+GK).$$
Next, take out the diagonal denominator:
$$1+GK=(\omega^2+D^2)^{-1}\,(\omega^2+D^2+2DK).$$
Multiplying the second factor by $D^{-1/2}$ from the left and $D^{1/2}$ from the right leaves its determinant unchanged and makes it symmetric:
$$\omega^2+M,\qquad M=D^2+2D^{1/2}KD^{1/2}=D^{1/2}(D+2K)D^{1/2}.$$
$M$ is positive definite. Call its eigenvalues $\Omega_n^2$, with $\Omega_n>0$. Then
$$\det(1-\chi_0v)=\prod_n\frac{\omega^2+\Omega_n^2}{\omega^2+D_n^2}.$$
Continued to real frequency $z$, where $\omega^2\to-z^2$, the determinant vanishes at $z=\Omega_n$ (unless a gap of the same value cancels the zero). There the density can oscillate without an external field, so the $\Omega_n$ are the RPA excitation energies. Since $M-D^2$ has no negative eigenvalue, each $\Omega_n$ is at least as large as the corresponding $D_n$ when both sets are put in increasing order.

## (c) The frequency integral

**Question.** Carry out the integral over $\omega$. What is the sign of the energy?

**Solution.** Define $I(a,b)=\int_0^\infty\ln\frac{\omega^2+a^2}{\omega^2+b^2}\,d\omega$ for $a,b>0$. Then $I(b,b)=0$ and
$$\frac{\partial I}{\partial a}=\int_0^\infty\frac{2a}{\omega^2+a^2}\,d\omega=\pi ,\qquad\text{so}\qquad I(a,b)=\pi(a-b).$$
There are as many $\Omega_n$ as $D_n$, so the logarithm of the product splits into $n$ convergent integrals:
$$\frac1{2\pi}\int_0^\infty\ln\det(1-\chi_0v)\,d\omega=\frac12\sum_n(\Omega_n-D_n).$$
The linear term is $\mathrm{Tr}(\chi_0v)=-\mathrm{Tr}(GK)=-\sum_pg_pK_{pp}$. Each $g_p$ integrates to $\pi$, so this term gives $-\frac12\mathrm{Tr}K$. With $\mathrm{Tr}A=\sum_pD_p+\mathrm{Tr}K$,
$$\boxed{E_c^{\rm RPA}=\frac12\sum_n\Omega_n-\frac12\mathrm{Tr}A}$$
This plasmon formula is a difference of zero-point energies: $\frac12\sum\Omega_n$ belongs to the coupled oscillators and $\frac12\sum D_n$ to the uncoupled ones. The term $-\frac12\mathrm{Tr}K$ removes the part of first order in the interaction. This part is $\frac12\int\!\!\int vS_0$, which belongs to $\langle W\rangle_0$ and so to the energy of the determinant, where it appears together with the $\delta$ term of $W$. Taken alone it keeps growing with the basis: for the water molecule of (g) it is 1.64, 3.49, 7.05 and 11.07 hartree in 6-31G, cc-pVDZ, cc-pVTZ and cc-pVQZ, while the exchange energy stays between $-8.95$ and $-8.97$.

For the sign, let $s\ge0$ run over the eigenvalues of $G^{1/2}KG^{1/2}$. The integrand in (a) is $\sum_s[\ln(1+s)-s]$. For $s\ge0$,
$$-\frac{s^2}{2}\le\ln(1+s)-s\le0 .$$
All three expressions vanish at $s=0$, and their derivatives, $-s$, $-s/(1+s)$ and $0$, are in the same order. Thus $E_c^{\rm RPA}\le0$. The lower bound is the term of second order in $K$, so the RPA energy is never below its own second-order part.

## (d) Ring amplitudes from a boson model

**Question.** Treat the pairs as bosons. Find the condition under which a state with pairs created two at a time is an eigenstate, and find its energy.

**Solution.** Let $b_p^\dagger$ create the pair $p$, with $[b_p,b_q^\dagger]=\delta_{pq}$. For the fermion operators $a_a^\dagger a_i$ this commutator holds only as an expectation value in the reference determinant, so the model neglects the exclusion principle between pairs. Each pair costs $D_p$, and the density fluctuation is proportional to $b_p+b_p^\dagger$. The interaction is $\frac12\sum K_{pq}(b_p+b_p^\dagger)(b_q+b_q^\dagger)$ without its vacuum expectation value, since energies are measured from that of the determinant:
$$H=\sum_{pq}A_{pq}b_p^\dagger b_q+\frac12\sum_{pq}B_{pq}(b_p^\dagger b_q^\dagger+b_pb_q).$$
Take the state $e^{S}|0\rangle$ with $S=\frac12\sum_{pq}T_{pq}b_p^\dagger b_q^\dagger$ and $T$ real and symmetric. Since $[b_p,S]=\sum_qT_{pq}b_q^\dagger$ commutes with $S$,
$$e^{-S}b_pe^{S}=b_p+\sum_qT_{pq}b_q^\dagger,\qquad e^{-S}b_p^\dagger e^{S}=b_p^\dagger .$$
Apply $e^{-S}He^{S}$ to the vacuum, where $b_p|0\rangle=0$:

- The $A$ term gives $\sum(AT)_{pr}b_p^\dagger b_r^\dagger|0\rangle$. Because the creation operators commute, this equals $\frac12\sum(AT+TA)_{pr}b_p^\dagger b_r^\dagger|0\rangle$.
- The creation part of the $B$ term gives $\frac12\sum B_{pr}b_p^\dagger b_r^\dagger|0\rangle$.
- The annihilation part gives $\frac12\sum B_{pq}(b_p+\sum_rT_{pr}b_r^\dagger)\sum_sT_{qs}b_s^\dagger|0\rangle$. With $b_pb_s^\dagger|0\rangle=\delta_{ps}|0\rangle$ this is $\frac12\mathrm{Tr}(BT)|0\rangle+\frac12\sum(TBT)_{rs}b_r^\dagger b_s^\dagger|0\rangle$.

The state is an eigenstate if the coefficient of the two-boson states vanishes:
$$\boxed{B+AT+TA+TBT=0,\qquad E=\tfrac12\mathrm{Tr}(BT)}$$
These equations define direct ring coupled-cluster doubles. With $A=D+K$ and $B=K$, the amplitude equation reads
$$K_{pq}+(D_p+D_q)T_{pq}+(KT+TK+TKT)_{pq}=0 .$$
The terms are the driving term, the orbital-energy term, and the linear and quadratic ring terms. Exchange and all other contractions of coupled-cluster doubles are left out. Any reference with positive gaps will do, provided that the same $D$ and $K$ enter all three energies.

For weak interaction $T_{pq}\approx-K_{pq}/(D_p+D_q)$, and therefore
$$E\approx-\frac12\sum_{pq}\frac{K_{pq}^2}{D_p+D_q}.$$
With Hartree–Fock orbitals this is the direct part of the second-order Møller–Plesset (MP2) energy.

## (e) The ring energy and the plasmon formula

**Question.** Solve the amplitude equation with the RPA eigenvectors and compare the energies. Which root is needed?

**Solution.** Let $\Omega$ also denote the diagonal matrix of the $\Omega_n$. We look for matrices $X,Y$ with
$$AX+BY=X\Omega,\qquad BX+AY=-Y\Omega .$$
The sum and difference of these equations, with $A+B=D+2K$ and $A-B=D$, are
$$(D+2K)(X+Y)=(X-Y)\Omega,\qquad D(X-Y)=(X+Y)\Omega .$$
Let $Z$ be the orthogonal matrix of eigenvectors of $M$, so that $MZ=Z\Omega^2$, and set
$$X+Y=D^{1/2}Z\Omega^{-1/2},\qquad X-Y=D^{-1/2}Z\Omega^{1/2}.$$
The second equation holds because both sides are $D^{1/2}Z\Omega^{1/2}$. In the first, the left side is $D^{-1/2}MZ\Omega^{-1/2}=D^{-1/2}Z\Omega^{3/2}$, which is the right side.

The product $(X-Y)^T(X+Y)=\Omega^{1/2}Z^TZ\Omega^{-1/2}$ is the unit matrix. Adding and subtracting its transpose gives
$$X^TX-Y^TY=1,\qquad X^TY=Y^TX .$$
Thus $X^TX=1+Y^TY$ is positive definite and $X$ is invertible. Define $T=YX^{-1}$, which is symmetric by the second relation. Multiplying the eigenvalue equations by $X^{-1}$ from the right gives
$$A+BT=X\Omega X^{-1},$$
$$B+AT=-Y\Omega X^{-1}=-T\,X\Omega X^{-1}=-T(A+BT).$$
The last line is the amplitude equation. The trace of the line before it is $\mathrm{Tr}A+\mathrm{Tr}(BT)=\sum_n\Omega_n$, so
$$\boxed{\frac12\mathrm{Tr}(BT)=\frac12\sum_n\Omega_n-\frac12\mathrm{Tr}A}$$

The amplitude equation is quadratic and can have other roots, as the model in (g) shows. For any root,
$$\begin{pmatrix}A&B\\-B&-A\end{pmatrix}\begin{pmatrix}1\\T\end{pmatrix}=\begin{pmatrix}1\\T\end{pmatrix}(A+BT),$$
so the eigenvalues of $A+BT$ are $n$ of the eigenvalues of the $2n\times2n$ matrix on the left. The columns of $\binom{X}{Y}$ are eigenvectors of that matrix with eigenvalues $+\Omega_n$. Exchanging $X$ and $Y$ in the two eigenvalue equations shows that the columns of $\binom{Y}{X}$ are eigenvectors with eigenvalues $-\Omega_n$. Each set is linearly independent because $X$ is invertible, so the $2n$ eigenvalues are the numbers $\pm\Omega_n$. The equality requires all of them to be positive. This fixes the space spanned by the columns of $(1,T)^T$, and hence $T$. A root in which one $\Omega_m$ is replaced by $-\Omega_m$ need not exist (for $K=0$ the only root is $T=0$), but where it does, its energy is lower by $\Omega_m$.

The required root has two further marks. As $K\to0$, $M\to D^2$ and $T\to0$. Also, $1-T^TT=(X^{-1})^TX^{-1}$ is positive definite, so every eigenvalue $t$ of $T$ has $|t|<1$. This makes the boson state normalizable: a mode with amplitude $t$ contributes the norm $\sum_k t^{2k}(2k)!/(4^kk!^2)$, whose successive terms have a ratio tending to $t^2$.

The derivation fails if a gap $D_p$ is zero or negative. With exchange in $A$ and $B$, the link to the frequency integral of parts (a) to (c) is lost, because then $A-B\ne D$ and the kernel is no longer the $v$ of part (a). The identity $\frac12\mathrm{Tr}(BT)=\frac12\sum_n\Omega_n-\frac12\mathrm{Tr}A$ survives when $A+B$ and $A-B$ are positive definite: the steps above go through with $A-B$ in place of $D$ and $A+B$ in place of $D+2K$.

## (f) Closed shells

**Question.** How do the formulas simplify when each spatial orbital holds two electrons?

**Solution.** Let $i,a,j,b$ now label spatial orbitals, and let $(ia|jb)$ be the Coulomb integral between $\phi_i\phi_a$ and $\phi_j\phi_b$. Spin-conserving pairs with spins $\sigma,\sigma'$ have the coupling $(ia|jb)$ for every choice of $\sigma$ and $\sigma'$. The combinations $(\uparrow+\downarrow)/\sqrt2$ therefore have
$$K_{ia,jb}=2(ia|jb),$$
while the combinations $(\uparrow-\downarrow)/\sqrt2$ have $K=0$. The latter are triplets with $\Omega=D$ and contribute $\frac12(D-D)=0$. Spin-flip pairs have no pair density and contribute nothing either. One may keep the singlet pairs alone.

## (g) Numbers

**Question.** Evaluate the three forms for a model with two pairs and for a water molecule.

**Solution.** All energies are in hartree. For the model take
$$D=\begin{pmatrix}1&0\\0&2\end{pmatrix},\quad K=\begin{pmatrix}0.5&0.3\\0.3&0.4\end{pmatrix},\quad M=\begin{pmatrix}2&0.6\sqrt2\\0.6\sqrt2&5.6\end{pmatrix}.$$
The eigenvalues of $M$ are $3.8\pm\sqrt{3.96}$, so $\Omega_1=1.34537$ and $\Omega_2=2.40624$. With $\mathrm{Tr}A=3.9$, the plasmon formula gives
$$\tfrac12(1.34537+2.40624-3.9)=-0.0742 .$$
Iterating the amplitude equation from $T=0$ gives $T_{11}=-0.16117$, $T_{12}=-0.06160$ and $T_{22}=-0.07712$. The ring energy is
$$\tfrac12\,[0.5(-0.16117)+2(0.3)(-0.06160)+0.4(-0.07712)]=-0.0742 .$$
Diagonalizing the boson Hamiltonian of part (d), with 24 number states for each boson, also gives a lowest energy of $-0.0742$. The root with $\Omega_1$ reversed has the energy $-0.0742-1.3454=-1.4196$. Its largest $|t|$ is 7.69, against 0.194 for the required root, so it describes no normalizable state.

For water, take O–H lengths of 0.96 Å and an angle of 104.5°, with restricted Hartree–Fock orbitals in the 6-31G basis and all electrons correlated. Five occupied and eight virtual orbitals give 40 singlet pairs. Their gaps run from 0.704 to 22.257, and the RPA energies from 0.727 to 22.353. These are not estimates of the spectrum of water. With Hartree–Fock gaps and no exchange in the kernel, the lowest is about twice the lowest singlet energy of time-dependent Hartree–Fock theory in the same basis (0.343). It falls to 0.289 with PBE orbitals, and to 0.636 with Hartree–Fock orbitals in cc-pVQZ. The plasmon formula gives
$$\tfrac12(233.48251-233.75971)=-0.13860 .$$
The frequency integral was evaluated with $\chi_0$ and $v$ as matrices in the space of products of basis functions, so that no $\Omega_n$ is needed. Gauss–Legendre points $x$ were mapped to $\omega=\sqrt{D_{\min}D_{\max}}\,(1+x)/(1-x)$.

| Method | Energy (hartree) |
|---|---|
| Frequency integral, 4 points | −0.13799 |
| Frequency integral, 8 points | −0.13861 |
| Frequency integral, 16 points | −0.13860 |
| Plasmon formula | −0.13860 |
| Ring amplitudes, iterated from zero | −0.13860 |

The direct MP2 energy is $-0.19771$. The RPA energy lies above it, as the bound in (c) requires, and the terms beyond second order amount to $+0.05911$. The exchange part of MP2, which direct RPA omits, is $+0.06865$, about 35% of the direct part in magnitude. The full MP2 energy is $-0.12905$. The agreement of the three RPA forms therefore says nothing about the accuracy of the RPA itself: they share the same neglect of exchange and the same small basis. The numbers are far from the basis limit: in cc-pVDZ, cc-pVTZ and cc-pVQZ the RPA energy is $-0.231$, $-0.328$ and $-0.388$, and the full MP2 energy is $-0.204$, $-0.275$ and $-0.313$, while the exchange share stays at 33–35%. They also depend on the reference: PBE orbitals in 6-31G give an RPA energy of $-0.193$.

Numerical values quoted here were computed with a short program.
